**Two-configuration model of a formally cerium(IV) complex**

The program treats closed-shell 4f⁰ mixed with a 4f¹ ligand-hole singlet, where $\Delta$ is the charge-transfer energy and $t$ the hopping. With $W=\sqrt{\Delta^2+8t^2}$, the 4f occupation is $n_f=(1-\Delta/W)/2$ and the vertical singlet-triplet gap is $G=(\Delta+W)/2$. It diagonalizes many-electron determinants with fermion signs and asserts that the results agree with these formulas, their inversion and their limits. It also asserts the extension to several degenerate orbitals, the exchange condition for a singlet ground state, the relaxation formula and the position of the first spin-orbit level. For $\Delta=2.0$ eV and $t=0.8$ eV the output gives $n_f=0.169$ and $G=2.51$ eV. For $\Delta=-1.0$ eV and $t=0.4$ eV it gives $n_f=0.831$ and $G=0.255$ eV. The remaining lines size 4f² admixture, direct exchange, spin-orbit coupling, nuclear relaxation and thermal population for both cases, and a higher ligand level for the first, using rough assumed parameters.

## Program and output

```python
"""Two-configuration model of a formally cerium(IV) complex.
Result under test, for 4f0 L2 (energy 0) mixed with 4f1 L1 (energy delta):
  W = sqrt(delta^2 + 8 t^2), n_f = (1 - delta/W)/2, G = (delta + W)/2
delta: charge-transfer energy; t: one-electron ligand-4f hopping;
n_f: 4f occupation of the singlet ground state; G: E(triplet) - E(singlet);
W: distance between the two singlets. Energies are in eV.
The reference side diagonalizes many-electron determinants with fermion signs.
"""
from itertools import combinations
import numpy as np
from scipy import constants as sc
from scipy.optimize import minimize_scalar


def one_body(dets, h):
    """Matrix of sum_pq h[p,q] c+_p c_q in the given determinants."""
    index = {d: i for i, d in enumerate(dets)}
    out = np.zeros((len(dets), len(dets)))
    for j, det in enumerate(dets):
        for pos, q in enumerate(det):
            rest = det[:pos] + det[pos + 1:]
            for p in np.nonzero(h[:, q])[0]:
                p = int(p)
                if p in rest:
                    continue
                below = sum(r < p for r in rest)
                new = tuple(sorted(rest + (p,)))
                if new in index:
                    out[index[new], j] += (-1) ** (pos + below) * h[p, q]
    return out


def build(hop, delta, U=0.0, max_f=1, exchange=0.0, zeta=0.0, lig=None):
    """hop[a,b]: ligand a to 4f orbital b. Spin orbital = 2*orbital + spin."""
    hop = np.atleast_2d(np.asarray(hop, dtype=float))
    n_lig, n_orb_f = hop.shape
    first = 2 * n_lig
    size = 2 * (n_lig + n_orb_f)
    dets = [d for d in combinations(range(size), 2 * n_lig)
            if sum(p >= first for p in d) <= max_f]
    h = np.zeros((size, size))
    for a in range(n_lig):
        for s in (0, 1):
            if lig is not None:
                h[2 * a + s, 2 * a + s] = lig[a]
            for b in range(n_orb_f):
                h[first + 2 * b + s, 2 * a + s] = hop[a, b]
                h[2 * a + s, first + 2 * b + s] = hop[a, b]
    if zeta:
        assert n_orb_f == 7
        for i, m in enumerate(range(-3, 4)):
            up = first + 2 * i
            h[up, up] += zeta * m / 2
            h[up + 1, up + 1] -= zeta * m / 2
            if m < 3:
                value = zeta / 2 * np.sqrt(12 - m * (m + 1))
                h[up + 3, up] += value
                h[up, up + 3] += value
    count = np.array([sum(p >= first for p in d) for d in dets])
    H = one_body(dets, h)
    H += np.diag(count * delta + U * count * (count - 1) / 2)
    if exchange:
        def shift(p, q):
            e = np.zeros((size, size))
            e[p, q] = 1.0
            return one_body(dets, e)
        for s in (0, 1):
            for r in (0, 1):
                H -= exchange * shift(first + s, first + r) @ shift(r, s)
    raise_spin = np.zeros((size, size))
    for k in range(0, size, 2):
        raise_spin[k, k + 1] = 1.0
    sp = one_body(dets, raise_spin)
    sz = np.array([sum(0.5 - p % 2 for p in d) for d in dets])
    S2 = sp.T @ sp + np.diag(sz * (sz + 1))
    return H, count, sz, S2


def solve(*args, **kwargs):
    """Lowest singlet energy, its n_f, triplet gap, next-singlet distance."""
    H, count, sz, S2 = build(*args, **kwargs)
    assert np.allclose(H, H.T) and np.allclose(H @ S2, S2 @ H)
    energy, vec = np.linalg.eigh(H + 50 * S2)
    ground = vec[:, 0]
    assert abs(ground @ S2 @ ground) < 1e-9
    block = np.ix_(sz == 1, sz == 1)
    triplet = np.linalg.eigvalsh(H[block])[0]
    return (energy[0], ground**2 @ count, triplet - energy[0],
            energy[1] - energy[0])


def formula(delta, t):
    W = np.sqrt(delta**2 + 8 * t**2)
    return (1 - delta / W) / 2, (delta + W) / 2, W


def gap_exchange(delta, t, K):
    return (delta - 3 * K) / 2 + np.sqrt((delta + K)**2 / 4 + 2 * t**2)


# Main result, energy derivative and inversion
for delta in (-3.0, -1.0, 0.0, 0.7, 2.0, 5.0):
    for t in (0.2, 0.8, -1.1):
        e_s, n_ref, g_ref, w_ref = solve(t, delta)
        n_f, G, W = formula(delta, t)
        assert np.allclose([n_ref, g_ref, w_ref], [n_f, G, W], atol=1e-9)
        step = 1e-4
        slope = (solve(t, delta + step)[0]
                 - solve(t, delta - step)[0]) / (2 * step)
        assert abs(slope - n_f) < 1e-6
        assert abs(1 - g_ref / w_ref - n_ref) < 1e-9
        assert abs(2 * g_ref - w_ref - delta) < 1e-9
        assert abs(g_ref * (w_ref - g_ref) / 2 - t**2) < 1e-9

# Limits, with the size of the first omitted term as the bound
for size in (20.0, 30.0):
    x = 1 / size**2
    _, n_pos, g_pos, _ = solve(1.0, size)
    _, n_neg, g_neg, _ = solve(1.0, -size)
    assert abs(n_pos - 2 * x) < 13 * x**2
    assert abs(1 - n_neg - 2 * x) < 13 * x**2
    assert abs(g_pos - size - 2 / size) < 5 / size**3
    assert abs(g_neg - 2 / size) < 5 / size**3
_, n_zero, g_zero, _ = solve(0.8, 0.0)
assert abs(n_zero - 0.5) < 1e-9 and abs(g_zero - np.sqrt(2) * 0.8) < 1e-9

# Several degenerate ligand and 4f orbitals
rng = np.random.default_rng(4)
for delta in (-1.0, 0.5, 2.0):
    hops = rng.uniform(-0.8, 0.8, (2, 2))
    _, n_ref, g_ref, _ = solve(hops, delta)
    n_f, G, _ = formula(delta, np.sqrt(np.sum(hops**2)))
    assert np.allclose([n_ref, g_ref], [n_f, G], atol=1e-9)

# Direct exchange and the condition for a singlet ground state
for delta, t in ((2.0, 0.8), (-1.0, 0.4), (0.3, 0.5)):
    for K in (0.05, 0.2):
        _, n_ref, g_ref, _ = solve(t, delta, exchange=K)
        assert abs(g_ref - gap_exchange(delta, t, K)) < 1e-9
        assert abs(n_ref - formula(delta + K, t)[0]) < 1e-9
    K_crit = delta / 2 + np.sqrt(delta**2 / 4 + t**2)
    assert solve(t, delta, exchange=0.99 * K_crit)[2] > 0
    assert solve(t, delta, exchange=1.01 * K_crit)[2] < 0

# Worked example: rough assumed parameters
cases = {"A": (2.0, 0.8), "B": (-1.0, 0.4)}
U_eff, K_dir, zeta, lam = 6.0, 0.05, 0.08, 0.5
lig_up, temperature = 0.3, 450.0
kT = sc.k * temperature / sc.e
print(f"Assumed effective 4f2 repulsion U = {U_eff:.1f} eV")
print(f"Assumed direct exchange K = {K_dir:.2f} eV")
print(f"Assumed 4f spin-orbit constant zeta = {zeta:.2f} eV")
print(f"Assumed reorganization energy lambda = {lam:.2f} eV")
print(f"Assumed rise of non-hopping ligand orbital = {lig_up:.2f} eV")
print(f"Source temperature = {temperature:.0f} K, kT = {kT:.4f} eV")

for name, (delta, t) in cases.items():
    e_s, n_f, G, W = solve(t, delta)
    print(f"{name}: Delta = {delta:.2f} eV, t = {t:.2f} eV")
    print(f"{name}: singlet coupling sqrt(2) t = {np.sqrt(2)*t:.4f} eV")
    print(f"{name}: singlet ground energy E_S = {e_s:.4f} eV")
    print(f"{name}: singlet-singlet distance W = {W:.4f} eV")
    print(f"{name}: 4f occupation n_f = {n_f:.4f}")
    print(f"{name}: singlet-triplet gap G = {G:.4f} eV")
    print(f"{name}: G converted = {G*sc.e*sc.N_A/1000:.1f} kJ/mol")

    # 4f2 allowed, with one hopping and one non-hopping 4f orbital
    _, n_two, g_two, _ = solve([[t, 0.0]], delta, U=U_eff, max_f=2)
    print(f"{name}: with 4f2, n_f = {n_two:.4f}, gap = {g_two:.4f} eV")

    _, n_K, g_K, _ = solve(t, delta, exchange=K_dir)
    K_crit = delta / 2 + np.sqrt(delta**2 / 4 + t**2)
    print(f"{name}: with exchange, n_f = {n_K:.4f}, gap = {g_K:.4f} eV")
    print(f"{name}: exchange that closes the gap = {K_crit:.4f} eV")

    # Full 4f shell; the ligand orbital hops only to the m = 0 orbital
    shell = np.zeros((1, 7))
    shell[0, 3] = t
    assert abs(solve(shell, delta)[2] - G) < 1e-9
    H, count, _, _ = build(shell, delta, zeta=zeta)
    levels, states = np.linalg.eigh(H)
    assert abs(levels[1] - (delta - 2 * zeta)) < 1e-9
    n_so = states[:, 0]**2 @ count
    g_so = levels[1] - levels[0]
    print(f"{name}: with spin-orbit, n_f = {n_so:.4f}, "
          f"first excitation = {g_so:.4f} eV")

    # x = 0: relaxed for 4f0; x = 1: relaxed for 4f1
    delta_zero = delta + 2 * lam * n_f

    def singlet_energy(x):
        return lam * x**2 + solve(t, delta_zero - 2 * lam * x)[0]

    def triplet_energy(x):
        shifted = solve(t, delta_zero - 2 * lam * x)
        return lam * x**2 + shifted[0] + shifted[2]

    options = {"xatol": 1e-8}
    low_s = minimize_scalar(singlet_energy, bounds=(-0.5, 1.5),
                            method="bounded", options=options)
    low_t = minimize_scalar(triplet_energy, bounds=(-0.5, 1.5),
                            method="bounded", options=options)
    g_relaxed = low_t.fun - low_s.fun
    assert abs(low_s.x - n_f) < 1e-5 and abs(low_t.x - 1) < 1e-5
    assert abs(g_relaxed - (G - lam * (1 - n_f)**2)) < 1e-8
    print(f"{name}: gap between relaxed minima = {g_relaxed:.4f} eV")
    ratio = 3 * np.exp(-g_relaxed / kT)
    print(f"{name}: thermal triplet/singlet ratio = {ratio:.1e}")

# A higher, non-hopping ligand orbital holds the hole of the lowest triplet
delta, t = cases["A"]
_, n_base, g_base, w_base = solve(t, delta)
_, n_lig, g_lig, _ = solve([[t], [0.0]], delta, lig=(0.0, lig_up))
assert abs(n_lig - n_base) < 1e-9
assert abs(g_lig - (g_base - lig_up)) < 1e-9
print(f"A: with higher ligand orbital, n_f = {n_lig:.4f}, "
      f"gap = {g_lig:.4f} eV")
wavelength = sc.h * sc.c / (w_base * sc.e) * 1e9
print(f"A: wavelength matching W = {wavelength:.0f} nm")

for delta in (-2.0, -1.0, 0.0, 1.0, 2.0, 4.0):
    _, n_f, G, _ = solve(0.8, delta)
    print(f"Scan t = 0.80 eV: Delta = {delta:.1f} eV, "
          f"n_f = {n_f:.4f}, G = {G:.4f} eV")
print("PASS")
```

It prints:

```
Assumed effective 4f2 repulsion U = 6.0 eV
Assumed direct exchange K = 0.05 eV
Assumed 4f spin-orbit constant zeta = 0.08 eV
Assumed reorganization energy lambda = 0.50 eV
Assumed rise of non-hopping ligand orbital = 0.30 eV
Source temperature = 450 K, kT = 0.0388 eV
A: Delta = 2.00 eV, t = 0.80 eV
A: singlet coupling sqrt(2) t = 1.1314 eV
A: singlet ground energy E_S = -0.5100 eV
A: singlet-singlet distance W = 3.0199 eV
A: 4f occupation n_f = 0.1689
A: singlet-triplet gap G = 2.5100 eV
A: G converted = 242.2 kJ/mol
A: with 4f2, n_f = 0.1844, gap = 2.4520 eV
A: with exchange, n_f = 0.1643, gap = 2.4516 eV
A: exchange that closes the gap = 2.2806 eV
A: with spin-orbit, n_f = 0.1700, first excitation = 2.3513 eV
A: gap between relaxed minima = 2.1646 eV
A: thermal triplet/singlet ratio = 1.7e-24
B: Delta = -1.00 eV, t = 0.40 eV
B: singlet coupling sqrt(2) t = 0.5657 eV
B: singlet ground energy E_S = -1.2550 eV
B: singlet-singlet distance W = 1.5100 eV
B: 4f occupation n_f = 0.8311
B: singlet-triplet gap G = 0.2550 eV
B: G converted = 24.6 kJ/mol
B: with 4f2, n_f = 0.8529, gap = 0.2736 eV
B: with exchange, n_f = 0.8215, gap = 0.1637 eV
B: exchange that closes the gap = 0.1403 eV
B: with spin-orbit, n_f = 0.8714, first excitation = 0.1537 eV
B: gap between relaxed minima = 0.2407 eV
B: thermal triplet/singlet ratio = 6.0e-03
A: with higher ligand orbital, n_f = 0.1689, gap = 2.2100 eV
A: wavelength matching W = 411 nm
Scan t = 0.80 eV: Delta = -2.0 eV, n_f = 0.8311, G = 0.5100 eV
Scan t = 0.80 eV: Delta = -1.0 eV, n_f = 0.7021, G = 0.7369 eV
Scan t = 0.80 eV: Delta = 0.0 eV, n_f = 0.5000, G = 1.1314 eV
Scan t = 0.80 eV: Delta = 1.0 eV, n_f = 0.2979, G = 1.7369 eV
Scan t = 0.80 eV: Delta = 2.0 eV, n_f = 0.1689, G = 2.5100 eV
Scan t = 0.80 eV: Delta = 4.0 eV, n_f = 0.0648, G = 4.2978 eV
PASS
```
